# The SOAP kernel from rotational averaging to power spectra: a program that tests the result

```python
"""
SOAP kernel as a product of power spectra.

Result under test: for neighbour densities rho_a(r) = sum_i f_i exp(-|r-r_i|^2/(2 sigma^2))
of species a, with overlap S(R) = sum_a int rho_a(r) rho'_a(R^-1 r) d^3r,
    k = int S(R)^2 dR = sum_{a,b,n,n',l} p[a,n,b,n';l] p'[a,n,b,n';l],
    p[a,n,b,n';l] = (2l+1)^(-1/2) sum_m conj(c[a,n,l,m]) c[b,n',l,m].
f_i: smooth cutoff weight; c: coefficients of rho_a in g_n(r) Y_lm;
g_n: orthonormal radial functions; dR: rotation measure with total 1.
All lengths are in nm, so S is in nm^3 and k in nm^6.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import eval_legendre, gammaln, ive, lpmv

SIGMA = 0.05            # Gaussian width
R_CUT, R_WIDTH = 0.55, 0.10
R_BOX = 0.90            # range of the radial basis
N_MAX, L_MAX = 34, 30
SPECIES = ("Te", "Bi")

# ---------- radial and angular basis ----------
_x, _w = np.polynomial.legendre.leggauss(70)
r_nodes = 0.5 * R_BOX * (_x + 1)
r_weights = 0.5 * R_BOX * _w
# rows: weight * r^2 * g_n(r), g_n = sqrt((2n+1)/R_BOX) P_n(2r/R_BOX-1)/r
radial_rows = np.array([np.sqrt((2*n + 1) / R_BOX) * eval_legendre(n, _x)
                        * r_nodes * r_weights for n in range(N_MAX)])


def radial_integrals(l, dist):
    """h_nl(r_i): Gaussian at distance r_i projected on g_n, angular momentum l."""
    x = r_nodes[:, None] * dist[None, :] / SIGMA**2
    profile = (np.exp(-(r_nodes[:, None] - dist)**2 / (2*SIGMA**2))
               * np.sqrt(np.pi / (2*x)) * ive(l + 0.5, x))
    return radial_rows @ profile


def harmonics(l, vec):
    """Y_lm for m = -l..l, shape (2l+1, number of vectors)."""
    cos_t = np.clip(vec[:, 2] / np.linalg.norm(vec, axis=1), -1, 1)
    phi = np.arctan2(vec[:, 1], vec[:, 0])
    out = np.zeros((2*l + 1, len(vec)), complex)
    for m in range(l + 1):
        norm = np.sqrt((2*l + 1) / (4*np.pi)
                       * np.exp(gammaln(l - m + 1) - gammaln(l + m + 1)))
        y = norm * lpmv(m, l, cos_t) * np.exp(1j*m*phi)
        out[l + m] = y
        out[l - m] = (-1)**m * np.conj(y)
    return out


# ---------- environments: one (positions, weights) pair per species ----------
def environment(vectors, labels, r_cut=R_CUT):
    dist = np.linalg.norm(vectors, axis=1)
    s = np.clip((dist - r_cut + R_WIDTH) / R_WIDTH, 0, 1)
    f = 0.5 * (1 + np.cos(np.pi * s))
    return [(vectors[(labels == a) & (dist < r_cut)],
             f[(labels == a) & (dist < r_cut)]) for a in range(len(SPECIES))]


def coefficients(env, l_max=L_MAX):
    """List over l of c[a*N_MAX+n, m]."""
    result = []
    for l in range(l_max + 1):
        blocks = []
        for pos, f in env:
            if len(pos) == 0:
                blocks.append(np.zeros((N_MAX, 2*l + 1), complex))
                continue
            h = radial_integrals(l, np.linalg.norm(pos, axis=1))
            blocks.append(4*np.pi * (h * f) @ np.conj(harmonics(l, pos)).T)
        result.append(np.vstack(blocks))
    return result


def power_spectrum(env):
    n_s = len(SPECIES)
    spectrum = []
    for l, c in enumerate(coefficients(env)):
        p = np.conj(c) @ c.T / np.sqrt(2*l + 1)
        assert np.abs(p.imag).max() < 1e-10 * (np.abs(p).max() + 1e-12)
        spectrum.append(p.real.reshape(n_s, N_MAX, n_s, N_MAX))
    return spectrum


def kernel(p, q, n_cut=N_MAX, l_cut=L_MAX):
    return sum(np.sum(p[l][:, :n_cut, :, :n_cut] * q[l][:, :n_cut, :, :n_cut])
               for l in range(l_cut + 1))


def normalised(p, q, n_cut=N_MAX, l_cut=L_MAX):
    return kernel(p, q, n_cut, l_cut) / np.sqrt(
        kernel(p, p, n_cut, l_cut) * kernel(q, q, n_cut, l_cut))


# ---------- direct integration over rotations ----------
def rot_z(t):
    t = np.asarray(t, float)
    m = np.zeros(t.shape + (3, 3))
    m[..., 0, 0] = m[..., 1, 1] = np.cos(t)
    m[..., 1, 0], m[..., 0, 1], m[..., 2, 2] = np.sin(t), -np.sin(t), 1
    return m


def rot_y(t):
    return np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])


def overlap(env_a, env_b, rotations):
    """S(R) from the product rule for two Gaussians."""
    total = np.zeros(len(rotations))
    for (pa, fa), (pb, fb) in zip(env_a, env_b):
        if len(pa) == 0 or len(pb) == 0:
            continue
        dots = pa @ (rotations @ pb.T)
        sq = np.sum(pa**2, 1)[:, None] + np.sum(pb**2, 1)[None, :]
        g = np.exp((2*dots - sq) / (4*SIGMA**2))
        total += (g @ fb) @ fa
    return (np.pi * SIGMA**2)**1.5 * total


def rotation_averages(env_a, env_b, n_angle=60, n_beta=32):
    """Averages of S, S^2, S^3 over all rotations."""
    angles = 2*np.pi * np.arange(n_angle) / n_angle
    rz = rot_z(angles)
    cos_b, w_b = np.polynomial.legendre.leggauss(n_beta)
    result = np.zeros(3)
    for cb, wb in zip(cos_b, w_b):
        left = rz @ rot_y(np.arccos(cb))
        rots = (left[:, None] @ rz[None, :]).reshape(-1, 3, 3)
        s = overlap(env_a, env_b, rots)
        result += 0.5 * wb * np.array([s.mean(), (s**2).mean(), (s**3).mean()])
    return result


# ---------- Bi site of layered Bi2Te3, rough rounded lattice parameters ----------
A_LAT, C_LAT, U_BI, U_TE = 0.44, 3.0, 0.40, 0.21
cell = np.array([[A_LAT, 0, 0], [-A_LAT/2, A_LAT*np.sqrt(3)/2, 0], [0, 0, C_LAT]])
motif = [(0, 0.0), (0, U_TE), (0, -U_TE), (1, U_BI), (1, -U_BI)]
centring = np.array([[0, 0, 0], [2/3, 1/3, 1/3], [1/3, 2/3, 2/3]])
vectors, labels = [], []
for i in range(-4, 5):
    for j in range(-4, 5):
        for k3 in range(-2, 3):
            for t in centring:
                for a, z in motif:
                    v = (np.array([i, j, k3 + z - U_BI]) + t) @ cell
                    if 1e-6 < np.linalg.norm(v) < 0.90:
                        vectors.append(v)
                        labels.append(a)
vectors, labels = np.array(vectors), np.array(labels)
rng = np.random.default_rng(7)


def displaced(amp_te, amp_bi):
    """Relative positions after independent Gaussian displacements per axis."""
    amp = np.where(labels == 0, amp_te, amp_bi)[:, None]
    return (vectors + amp * rng.standard_normal(vectors.shape)
            - amp_bi * rng.standard_normal(3))


AMP_DIS = 0.04
vec_dis = displaced(AMP_DIS, AMP_DIS)
crystal = environment(vectors, labels)
disorder = environment(vec_dis, labels)

# ---------- test: closed overlap against a spatial grid ----------
R_test = rot_z(0.7) @ rot_y(1.1) @ rot_z(-0.4)
step = 0.03
axis = step * np.arange(-28, 29)
points = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)


def density(species_env, pts):
    rho = np.zeros(len(pts))
    for p, f in zip(*species_env):
        rho += f * np.exp(-np.sum((pts - p)**2, axis=1) / (2*SIGMA**2))
    return rho


s_grid = step**3 * sum(np.sum(density(ea, points) * density(eb, points @ R_test))
                       for ea, eb in zip(crystal, disorder))
s_closed = overlap(crystal, disorder, R_test[None])[0]
assert abs(s_grid / s_closed - 1) < 1e-6

# ---------- test: rotation law and orthogonality of Wigner matrices ----------


def wigner(l, al, be, ga):
    m = np.arange(-l, l + 1)
    up = np.diag(np.sqrt(l*(l + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    j_y = (up - up.T) / 2j
    return np.exp(-1j*al*m)[:, None] * expm(-1j*be*j_y) * np.exp(-1j*ga*m)[None, :]


for l in (1, 2, 5):
    lhs = harmonics(l, vectors[:9] @ R_test)
    rhs = wigner(l, 0.7, 1.1, -0.4).T @ harmonics(l, vectors[:9])
    assert np.allclose(lhs, rhs, atol=1e-10)

c_cry, c_dis = coefficients(crystal, 2), coefficients(disorder, 2)
n_small = 12
rows = np.r_[0:n_small, N_MAX:N_MAX + n_small]
I_small = np.concatenate([(np.conj(c_cry[l][rows]).T @ c_dis[l][rows]).ravel()
                          for l in range(3)])
table, weights = [], []
cb4, wb4 = np.polynomial.legendre.leggauss(4)
for al in 2*np.pi*np.arange(6)/6:
    for ga in 2*np.pi*np.arange(6)/6:
        for cb, wb in zip(cb4, wb4):
            table.append(np.concatenate([wigner(l, al, np.arccos(cb), ga).ravel()
                                         for l in range(3)]))
            weights.append(wb / 72)
table, weights = np.array(table), np.array(weights)
gram = np.conj(table).T @ (weights[:, None] * table)
expected = np.concatenate([np.full((2*l + 1)**2, 1/(2*l + 1)) for l in range(3)])
assert np.allclose(gram, np.diag(expected), atol=1e-12)

# ---------- main test: rotation quadrature against power spectra ----------
p_cry, p_dis = power_spectrum(crystal), power_spectrum(disorder)
avg_cc = rotation_averages(crystal, crystal)
avg_cd = rotation_averages(crystal, disorder)
avg_dd = rotation_averages(disorder, disorder)
k_cc, k_cd, k_dd = kernel(p_cry, p_cry), kernel(p_cry, p_dis), kernel(p_dis, p_dis)
worst = max(abs(k / avg[1] - 1)
            for k, avg in ((k_cc, avg_cc), (k_cd, avg_cd), (k_dd, avg_dd)))
assert worst < 1e-5

# truncated basis: average of the squared projected overlap
s_small = table @ I_small
assert np.abs(s_small.imag).max() < 1e-10 * np.abs(s_small).max()
k_small = np.sum(weights * s_small.real**2)
assert abs(k_small / kernel(p_cry, p_dis, n_small, 2) - 1) < 1e-9

# ---------- test: power spectrum as a sum over neighbour pairs and angles ----------
for l in (0, 1, 4, 9):
    for a in range(2):
        for b in range(2):
            (pa, fa), (pb, fb) = disorder[a], disorder[b]
            da, db = np.linalg.norm(pa, axis=1), np.linalg.norm(pb, axis=1)
            cosines = np.clip((pa @ pb.T) / np.outer(da, db), -1, 1)
            pair = (4*np.pi*np.sqrt(2*l + 1) * (radial_integrals(l, da) * fa)
                    @ eval_legendre(l, cosines) @ (radial_integrals(l, db) * fb).T)
            assert np.allclose(pair, p_dis[l][a, :, b, :],
                               atol=1e-9 * np.abs(p_dis[l]).max())

# ---------- test: the first power of S is blind to angles ----------
first_power = 0.0
for (pa, fa), (pb, fb) in zip(crystal, disorder):
    da, db = np.linalg.norm(pa, axis=1)[:, None], np.linalg.norm(pb, axis=1)[None, :]
    x = da*db / (2*SIGMA**2)
    first_power += (np.pi*SIGMA**2)**1.5 * np.sum(
        np.outer(fa, fb) * np.exp(-(da**2 + db**2)/(4*SIGMA**2)) * np.sinh(x)/x)
assert abs(first_power / avg_cd[0] - 1) < 1e-6
random_dir = rng.standard_normal(vectors.shape)
random_dir /= np.linalg.norm(random_dir, axis=1)[:, None]
scrambled = environment(random_dir * np.linalg.norm(vectors, axis=1)[:, None], labels)
avg_cs = rotation_averages(crystal, scrambled)
assert abs(avg_cs[0] / avg_cc[0] - 1) < 1e-6
K_scrambled = normalised(p_cry, power_spectrum(scrambled))
assert K_scrambled < 0.99

# ---------- test: mirror images, second and third power ----------
hand = np.diag([0.22, 0.32, 0.42])
none = (np.zeros((0, 3)), np.zeros(0))
left_env = [(hand, np.ones(3)), none]
right_env = [(hand * np.array([1, 1, -1]), np.ones(3)), none]
same, mirror = rotation_averages(left_env, left_env), rotation_averages(left_env, right_env)
ratio_2, ratio_3 = mirror[1] / same[1], mirror[2] / same[2]
assert abs(ratio_2 - 1) < 1e-6 and ratio_3 < 1 - 1e-3

# ---------- size of neglected effects ----------
K_main = normalised(p_cry, p_dis)
assert 0 < K_main < 1
R_LONG = 0.60
K_long = normalised(power_spectrum(environment(vectors, labels, R_LONG)),
                    power_spectrum(environment(vec_dis, labels, R_LONG)))
FREQ, MASS, N_SNAP = 2.0e12, (128.0, 209.0), 24
thermal = {}
for temp in (300, 600):
    omega = 2*np.pi*FREQ
    amp = [1e9*np.sqrt(const.hbar / (2*m*const.atomic_mass*omega)
                       / np.tanh(const.hbar*omega/(2*const.k*temp))) for m in MASS]
    ks = [normalised(p_cry, power_spectrum(environment(displaced(*amp), labels)))
          for _ in range(N_SNAP)]
    thermal[temp] = (amp, np.mean(ks), np.std(ks, ddof=1))
assert thermal[600][1] < thermal[300][1] < 1

# ---------- output ----------
print(f"lattice a, c (rough): {A_LAT:.2f}, {C_LAT:.1f} nm")
print(f"internal parameters Bi, Te (rough): {U_BI:.2f}, {U_TE:.2f}")
print(f"Gaussian width sigma: {SIGMA:.2f} nm")
print(f"cutoff, transition width: {R_CUT:.2f}, {R_WIDTH:.2f} nm")
print(f"radial range, functions, l_max: {R_BOX:.2f} nm, {N_MAX}, {L_MAX}")
for name, (pos, f) in zip(SPECIES, crystal):
    d = np.round(np.linalg.norm(pos, axis=1), 4)
    for shell in np.unique(d):
        print(f"shell {name}: {np.sum(d == shell)} at {shell:.3f} nm, "
              f"weight {f[d == shell][0]:.3f}")
print(f"disorder displacement per axis: {AMP_DIS:.2f} nm")
print(f"disordered site, Te and Bi in cutoff: {len(disorder[0][0])}, {len(disorder[1][0])}")
print(f"S at test rotation, grid:   {s_grid:.6e} nm^3")
print(f"S at test rotation, closed: {s_closed:.6e} nm^3")
for name, k, avg in (("crystal-crystal", k_cc, avg_cc), ("crystal-disorder", k_cd, avg_cd),
                     ("disorder-disorder", k_dd, avg_dd)):
    print(f"k {name}: rotations {avg[1]:.6e}, spectra {k:.6e} nm^6")
print(f"largest relative difference: {worst:.1e}")
print(f"normalised K crystal-disorder: {K_main:.4f}")
print(f"K^4 crystal-disorder: {K_main**4:.4f}")
share = [sum(np.sum(p_cry[l][a, :, b]*p_dis[l][a, :, b]) for l in range(L_MAX + 1)) / k_cd
         for a, b in ((0, 0), (1, 1), (0, 1))]
print(f"share of k: Te-Te {share[0]:.3f}, Bi-Bi {share[1]:.3f}, "
      f"Te-Bi plus Bi-Te {2*share[2]:.3f}")
for n_cut, l_cut in ((8, 4), (12, 8), (16, 12), (24, 20), (34, 30)):
    print(f"basis n={n_cut}, l_max={l_cut}: K = {normalised(p_cry, p_dis, n_cut, l_cut):.5f}, "
          f"k/k_full = {kernel(p_cry, p_dis, n_cut, l_cut)/k_cd:.5f}")
print(f"mean S crystal-crystal: {avg_cc[0]:.6e} nm^3")
print(f"mean S crystal-scrambled angles: {avg_cs[0]:.6e} nm^3")
print(f"K crystal-scrambled angles: {K_scrambled:.4f}")
print("chiral cluster distances: " + ", ".join(f"{d:.2f}" for d in np.diag(hand)) + " nm")
print(f"mirror/same, mean S^2: {ratio_2:.6f}")
print(f"mirror/same, mean S^3: {ratio_3:.4f}")
print(f"K with cutoff {R_LONG:.2f} nm: {K_long:.4f}")
print(f"oscillator frequency (rough): {FREQ/1e12:.1f} THz, snapshots: {N_SNAP}")
print(f"masses Te, Bi (rounded): {MASS[0]:.0f}, {MASS[1]:.0f} u")
for temp, (amp, mean, spread) in thermal.items():
    print(f"{temp} K: rms per axis Te {amp[0]:.4f}, Bi {amp[1]:.4f} nm; "
          f"K to static crystal {mean:.4f}, spread {spread:.4f}")
print("all good")
```

Running it gives:

```
lattice a, c (rough): 0.44, 3.0 nm
internal parameters Bi, Te (rough): 0.40, 0.21
Gaussian width sigma: 0.05 nm
cutoff, transition width: 0.55, 0.10 nm
radial range, functions, l_max: 0.90 nm, 34, 30
shell Te: 3 at 0.306 nm, weight 1.000
shell Te: 3 at 0.323 nm, weight 1.000
shell Te: 3 at 0.499 nm, weight 0.509
shell Te: 3 at 0.536 nm, weight 0.049
shell Te: 3 at 0.546 nm, weight 0.004
shell Bi: 6 at 0.440 nm, weight 1.000
shell Bi: 3 at 0.474 nm, weight 0.866
disorder displacement per axis: 0.04 nm
disordered site, Te and Bi in cutoff: 11, 9
S at test rotation, grid:   8.593847e-04 nm^3
S at test rotation, closed: 8.593847e-04 nm^3
k crystal-crystal: rotations 2.585407e-06, spectra 2.585406e-06 nm^6
k crystal-disorder: rotations 1.868063e-06, spectra 1.868063e-06 nm^6
k disorder-disorder: rotations 1.904733e-06, spectra 1.904733e-06 nm^6
largest relative difference: 1.5e-07
normalised K crystal-disorder: 0.8418
K^4 crystal-disorder: 0.5022
share of k: Te-Te 0.379, Bi-Bi 0.227, Te-Bi plus Bi-Te 0.394
basis n=8, l_max=4: K = 0.92662, k/k_full = 0.68146
basis n=12, l_max=8: K = 0.87243, k/k_full = 0.94598
basis n=16, l_max=12: K = 0.85058, k/k_full = 0.99751
basis n=24, l_max=20: K = 0.84196, k/k_full = 1.00004
basis n=34, l_max=30: K = 0.84180, k/k_full = 1.00000
mean S crystal-crystal: 1.258802e-03 nm^3
mean S crystal-scrambled angles: 1.258802e-03 nm^3
K crystal-scrambled angles: 0.7852
chiral cluster distances: 0.22, 0.32, 0.42 nm
mirror/same, mean S^2: 1.000000
mirror/same, mean S^3: 0.9487
K with cutoff 0.60 nm: 0.8626
oscillator frequency (rough): 2.0 THz, snapshots: 24
masses Te, Bi (rounded): 128, 209 u
300 K: rms per axis Te 0.0112, Bi 0.0087 nm; K to static crystal 0.9925, spread 0.0058
600 K: rms per axis Te 0.0157, Bi 0.0123 nm; K to static crystal 0.9836, spread 0.0183
all good
```
